\section*{Twist angle of a D3 tris-chelate from Kepert's donor repulsion, part 1}

(Sections cited here and not found follow in the second part.)

\section{Geometry and the position of the minimum}

Q. You want to find the shape of a tris-chelate complex from repulsion between its donor atoms alone. What exactly is being minimised, and over what?

A. Six equal donor atoms sit at the same distance $r$ from a metal atom. I measure every length in units of $r$, so the donors lie on a unit sphere. Kepert's model assigns to each pair of donors a repulsion proportional to an inverse power of their separation, here the sixth:
\begin{equation}
U=\sum_{i<j} d_{ij}^{-6}. \label{eq:U}
\end{equation}
The strength of the repulsion multiplies all terms equally and does not affect the position of the minimum, so I leave it out. The donors are tied in pairs by three identical rigid chelating ligands. The only property of a ligand that enters is the distance between its two donors. Divided by $r$, this is the normalised bite $b$, and it is held fixed during the minimisation. The model is classical geometry, so neither $\hbar$ nor the electron mass appears.

Q. Six points on a sphere have many degrees of freedom. How many are left?

A. One, once D$_3$ symmetry is assumed. That symmetry has a threefold axis and three twofold axes perpendicular to it. Take the threefold axis as $z$. Three donors form an upper triangle at polar angle $\phi$, with azimuths $0^\circ$, $120^\circ$ and $240^\circ$. The other three form a lower triangle at height $-\cos\phi$, with azimuths $\theta$, $\theta+120^\circ$ and $\theta+240^\circ$. Each chelate joins an upper donor to the lower donor displaced from it by $\theta$, which is the twist angle. At $\theta=0$ the triangles eclipse each other and the donors form a trigonal prism. The regular octahedron has $\theta=60^\circ$. The two variables $\phi$ and $\theta$ are linked by the fixed bite, so one remains.

Q. Show me the link.

A. Consider an upper and a lower donor whose azimuths differ by $\omega$. Their heights differ by $2\cos\phi$. Their projections on the horizontal plane lie on a circle of radius $\sin\phi$ and are separated by a chord whose square is $2\sin^2\phi\,(1-\cos\omega)$. With $s=\sin^2\phi$,
\begin{align}
d^2(\omega)&=4(1-s)+2s(1-\cos\omega)\notag\\
&=4-2s(1+\cos\omega). \label{eq:d}
\end{align}
For a chelated pair $\omega=\theta$ and $d=b$. Hence
\begin{equation}
s(1+\cos\theta)=k,\qquad k=\frac{4-b^2}{2}. \label{eq:bite}
\end{equation}
A smaller bite means a larger $k$. The value $b=\sqrt2$, which is the edge of a regular octahedron inscribed in the unit sphere, gives $k=1$.

Q. Then you will have cosines of $\theta$ and of $\theta\pm120^\circ$ in denominators. Can that be handled without numerical work?

A. It can, with a better variable than the angle itself. Let
\begin{equation}
x=\sqrt3\,\tan(\theta/2). \label{eq:x}
\end{equation}
The prism is at $x=0$. Since $\tan30^\circ=1/\sqrt3$, a twist of $60^\circ$ is at $x=1$. Using $1+\cos\theta=2\cos^2(\theta/2)$ in \eqref{eq:bite},
\begin{equation}
s=\frac{k}{2\cos^2(\theta/2)}
=\frac{k}{2}\left(1+\tan^2\frac{\theta}{2}\right)
=\frac{k(3+x^2)}{6}. \label{eq:s}
\end{equation}

There are fifteen pairs of donors. Six are edges of the two triangles. Two donors of one triangle have equal height and azimuths $120^\circ$ apart, so their squared distance is $2s(1-\cos120^\circ)=3s$. I call it $A$.

Nine pairs join the two triangles. Three of them are the chelates. The other six have $\omega=\theta-120^\circ$ or $\omega=\theta+120^\circ$, three of each. From \eqref{eq:d} their squared distances are $4-4s\cos^2(\theta/2\mp60^\circ)$, and
\begin{equation}
\cos\left(\frac{\theta}{2}\mp60^\circ\right)
=\frac12\cos\frac\theta2\pm\frac{\sqrt3}{2}\sin\frac\theta2
=\frac12\cos\frac\theta2\,(1\pm x).
\end{equation}
When this is squared and multiplied by $4s=2k/\cos^2(\theta/2)$, the cosine cancels. The three kinds of squared distance are therefore polynomials:
\begin{align}
A&=\frac{k(3+x^2)}{2}, & &\text{triangle edge, six pairs},\notag\\
B&=4-\frac{k(1+x)^2}{2}, & &\text{short contact, three pairs},\notag\\
C&=4-\frac{k(1-x)^2}{2}, & &\text{long contact, three pairs}. \label{eq:ABC}
\end{align}
For the octahedron, $k=x=1$, they give $A=B=2$ and $C=4$: twelve edges of squared length 2, counting the three chelates, and three diameters.

Q. Which values of $x$ are allowed? You cannot twist a rigid ligand indefinitely.

A. The limit comes from $s\le1$. By \eqref{eq:s},
\begin{equation}
x^2\le X^2=\frac6k-3. \label{eq:X}
\end{equation}
At $x=X$ all six donors lie in the equatorial plane. In terms of the angle, \eqref{eq:bite} with $s=1$ gives $\cos\theta_{\max}=k-1=1-b^2/2$. For $b<\sqrt2$ this cosine is positive, so $\theta_{\max}<90^\circ$. The short contact cannot vanish in this range: $B$ decreases as $x$ grows, and its value at the planar end is $4\sin^2(60^\circ-\theta_{\max}/2)$, which is positive.

Negative $x$ brings nothing new. Changing the sign of $x$ exchanges $B$ and $C$ and leaves $A$ alone. It turns a complex into its mirror image, which has the opposite handedness and the same energy. I take $0\le x\le X$ from here on.

Q. Now the minimisation. Please keep the signs in view.

A. The energy is
\begin{equation}
U=6A^{-3}+3B^{-3}+3C^{-3}+3b^{-6}.
\end{equation}
The last term is constant. At fixed $k$ the derivatives of the distances are
\begin{equation}
\frac{dA}{dx}=kx,\qquad \frac{dB}{dx}=-k(1+x),\qquad
\frac{dC}{dx}=k(1-x).
\end{equation}
Each inverse cube contributes a factor $-3$ and raises the inverse power to four:
\begin{align}
\frac{dU}{dx}&=-18kxA^{-4}+9k(1+x)B^{-4}-9k(1-x)C^{-4}\notag\\
&=9k\,G(x,k), \notag\\
G&=-2xA^{-4}+(1+x)B^{-4}-(1-x)C^{-4}. \label{eq:G}
\end{align}
A positive $G$ means that the energy rises with twist, so the complex gains by twisting back towards the prism. The first term is the relief of the triangle edges, which lengthen as $x$ grows. The second is the cost of the short contacts, which shrink.

Q. Before you solve anything, what happens at $60^\circ$ itself?

A. Put $x=1$ in \eqref{eq:ABC}. Then $A=2k=4-b^2$ and $B=4-2k=b^2$, while the factor $1-x$ removes the third term of $G$. What remains is
\begin{equation}
G(1,k)=2\left[b^{-8}-(4-b^2)^{-4}\right]. \label{eq:G60}
\end{equation}
The bracket is positive when $b^2<4-b^2$, that is, when $b<\sqrt2$. It vanishes at $b=\sqrt2$ and is negative above.

The geometry behind this is simple. At $60^\circ$ each upper donor is equally far from two lower donors, its chelate partner and one other. The short contact between different ligands is then as short as the bite. If the bite is less than an octahedral edge, this contact is compressed while the triangle edges are stretched. Untwisting lengthens the compressed contacts and shortens the stretched edges.

Q. That is a slope at one point. The energy might dip again at a larger twist, and that dip could be deeper. You have not located the minimum.

A. Agreed, the slope alone is not enough. I need the number of zeros of $G$. Since $C(x)=B(-x)$, the last two terms of \eqref{eq:G} are the odd combination $F(x)-F(-x)$ of
\begin{equation}
F(x)=(1+x)\,B(x)^{-4}.
\end{equation}
Write $B_0=4-k/2$ for the value of $B$ at $x=0$. Expanding the square in \eqref{eq:ABC},
\begin{equation}
B=B_0-k\left(x+\frac{x^2}{2}\right)=B_0(1-u),\qquad
u=\frac{k}{B_0}\left(x+\frac{x^2}{2}\right).
\end{equation}
The binomial series is
\begin{equation}
(1-u)^{-4}=1+4u+10u^2+20u^3+\dots,
\end{equation}
with positive coefficients throughout, and $u$ is itself a polynomial in $x$ with positive coefficients. Therefore
\begin{equation}
F(x)=f_0+f_1x+f_2x^2+f_3x^3+\dots,\qquad f_j>0.
\end{equation}

Q. Does that series converge over the whole allowed range? You rearranged a double sum.

A. For $0\le x\le X$ we have $B>0$, hence $0\le u<1$, and the binomial series converges. All its terms are positive, so they may be regrouped by powers of $x$. At $-x$ the regrouped series has terms of the same magnitude, so it converges absolutely there too. Subtracting the two series removes the even powers. Dividing $G$ by $x$ gives
\begin{equation}
R(x,k)=\frac{G}{x}=-2A^{-4}+2\left(f_1+f_3x^2+f_5x^4+\dots\right). \label{eq:R}
\end{equation}
As $x$ grows, $A$ grows and $-2A^{-4}$ rises towards zero. Every term in the bracket is constant or rising. So $R$ rises strictly, and it can pass through zero at most once. There is no second dip.

Q. It might never reach zero. Then the minimum would sit at the planar end.

A. For $b<\sqrt2$ the function $R$ is positive at the planar end, as two cases show.

If $1\le b<\sqrt2$, then $k\le3/2$ and \eqref{eq:X} gives $X\ge1$. Because $R$ rises, $R(X,k)\ge R(1,k)$, and this is positive by \eqref{eq:G60}.

If $0<b<1$, then $X<1$. At the end $s=1$, so $A=3$ and $k=6/(3+X^2)$. The short contact there is
\begin{equation}
B=4-\frac{3(1+X)^2}{3+X^2}<3,
\end{equation}
because $3(1+X)^2=3+6X+3X^2$ exceeds $3+X^2$. Also $C-B=2kX>0$, so $C^{-4}<B^{-4}$. Replacing $C$ by $B$ in \eqref{eq:G} makes the subtracted term larger, and
\begin{equation}
G(X,k)>-2XA^{-4}+\left[(1+X)-(1-X)\right]B^{-4}
=2X\left(B^{-4}-A^{-4}\right)>0.
\end{equation}
The energy is still rising as the planar arrangement is approached, so that arrangement is not the minimum.

Q. Then state what has been established, including the cases you might prefer to forget.

A. Let $0<b<\sqrt2$. If $R(0,k)<0$, the energy first falls with $x$, reaches one minimum at a point $x_*$ where $R=0$, and rises afterwards. If $R(0,k)\ge0$, the energy rises from the start and the minimum is the prism, $x_*=0$. In both cases the minimum is unique up to mirror image.

For $1\le b<\sqrt2$ the function $R$ is already positive at $x=1$, so its zero, if there is one, lies at $x_*<1$. For $b<1$ the entire range has $x<1$, because the donors become coplanar before a twist of $60^\circ$ is reached. Hence
\begin{equation}
\theta_*<60^\circ\qquad\text{for every }0<b<\sqrt2. \label{eq:result}
\end{equation}

Q. And if the ligand is wide rather than narrow?

A. At $b=\sqrt2$ the zero is at $x_*=1$, the octahedron. For $\sqrt2<b<\sqrt3$ the planar limit still has $\theta_{\max}<120^\circ$, so $B$ stays positive and the argument for a rising $R$ holds. Now $R(1,k)<0$, so the energy is still falling at $60^\circ$ and the minimum lies at a larger twist. At $b=1.5$ it is at $69.1^\circ$. The inequality therefore changes direction at the octahedral bite.

Q. One assumption still bothers me. You imposed D$_3$ symmetry. Three rigid ligands free to rotate might find something lower.

A. The derivation does not exclude that. I can offer numerical evidence at selected bites. Each ligand was given its own free rotation about the metal, nine parameters in all, and $U$ was minimised from twelve random starting arrangements. At $b=1.2222$ the lowest energy found was $1.806326$, in units of $r^{-6}$, and the D$_3$ minimum is $1.806326$. At $b=1.0$ both are $3.691359$, and at $b=0.8$ both are $12.009169$. No lower arrangement appeared. This supports the assumption at these three bites, but a search is not a proof, and \eqref{eq:result} remains a statement about D$_3$ shapes.

\section{Dependence on the bite, and a vapour precursor}

Q. Remind me of the symbols before we go further.

A. Lengths are in units of the metal--donor distance $r$. The bite is $b$, the twist is $\theta$, and
\begin{equation}
k=\frac{4-b^2}{2},\qquad x=\sqrt3\tan\frac\theta2,\qquad
\sin^2\phi=\frac{k(3+x^2)}{6},
\end{equation}
where $\phi$ is the polar angle of a donor. The squared distances are $A=k(3+x^2)/2$ for triangle edges, and $B=4-k(1+x)^2/2$ and $C=4-k(1-x)^2/2$ for short and long contacts between ligands. The energy slope is $dU/dx=9kG$, with
\begin{equation}
G=-2xA^{-4}+(1+x)B^{-4}-(1-x)C^{-4}. \label{eq:G2}
\end{equation}
The ratio $R=G/x$ rises strictly with $x$. For $0<b<\sqrt2$ there is one minimum $x_*$ up to mirror image, and it has $x_*<1$, which means $\theta_*<60^\circ$.

Within D$_3$ symmetry, donor repulsion gives a single minimum up to mirror image, with a twist below $60^\circ$ for every normalised bite $0<b<\sqrt2$. It remains to find how the twist changes as the bite shrinks, and what the model gives for a vapour precursor.

Numbers in the example were calculated in double precision.
